**Four dopant sites in the 55-atom Mackay icosahedron**

A single dopant has exactly four symmetry-distinct sites: the centre, the inner vertices, the outer vertices and the edge sites, with multiplicities 1, 12, 12 and 30. The program builds the cluster from 20 filled tetrahedra, finds its 120 isometries by exhaustive search and asserts these classes, with $a$ the distance from the centre to an inner vertex. It also asserts the number of atoms fixed by each kind of rotation, and that a 55-atom cuboctahedron has five classes instead. The energy example places one Cu atom on each site of an Ag cluster, using a Gupta potential with rough parameters $A$, $\xi$, $p$, $q$ and $r_0$. Both the rigid and the relaxed energies are asserted to fall into groups of 1, 12, 12 and 30. In the output the centre is lowest by about 0.44 eV, while the order of the outer vertex and the edge site changes when $\xi$ of Cu is lowered by 5%. Electronic shell effects, electronically driven distortions and competing cluster shapes are not included.

## Numerical verification

```python
"""
Result under test: a single dopant in a 55-atom Mackay icosahedron has exactly
four symmetry-distinct sites, with multiplicities 1, 12, 12 and 30.

Symbols: a = distance from centre to inner vertex; phi = golden ratio;
g = number of equivalent sites in a class; A, xi, p, q, r0 = parameters of the
second-moment (Gupta) potential. Lengths are in nm and energies in eV.
The isometries are found by exhaustive search, not taken from a group table.
The energy example is a rough model of one Cu atom in a 55-atom Ag cluster.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar, root

phi = (1 + np.sqrt(5)) / 2
raw_vertices = np.array([np.roll([0, s, t * phi], shift)
                         for shift in range(3) for s in (1, -1) for t in (1, -1)])
vertices = raw_vertices / np.sqrt(1 + phi**2)
dots = vertices @ vertices.T
adjacent = np.abs(dots - 1 / np.sqrt(5)) < 1e-9
edges = [(i, j) for i, j in itertools.combinations(range(12), 2) if adjacent[i, j]]
edge_directions = np.array([vertices[i] + vertices[j] for i, j in edges])
edge_directions /= np.linalg.norm(edge_directions, axis=1)[:, None]
edge_ratio = np.sqrt(2 + 2 / np.sqrt(5))


def icosahedron(inner, outer, edge):
    return np.vstack([np.zeros((1, 3)), inner * vertices, outer * vertices,
                      edge * edge_directions])


def isometries(points):
    """All orthogonal maps of a centred point set onto itself."""
    radii = np.linalg.norm(points, axis=1)
    smallest = radii[radii > 1e-6].min()
    shell = np.where(np.abs(radii - smallest) < 1e-6)[0]
    base = next(c for c in itertools.combinations(shell, 3)
                if abs(np.linalg.det(points[list(c)])) > 0.1 * smallest**3)
    inverse = np.linalg.inv(points[list(base)].T)
    matrices, permutations = [], []
    for image in itertools.permutations(shell, 3):
        matrix = points[list(image)].T @ inverse
        if np.abs(matrix.T @ matrix - np.eye(3)).max() > 1e-6:
            continue
        moved = points @ matrix.T
        gaps = np.linalg.norm(moved[:, None] - points[None], axis=2)
        if gaps.min(axis=1).max() < 1e-6:
            matrices.append(matrix)
            permutations.append(gaps.argmin(axis=1))
    return np.array(matrices), np.array(permutations)


def orbits(permutations):
    return {frozenset(column.tolist()) for column in permutations.T}


# Build the cluster from its 20 tetrahedra and compare with the site list.
faces = [f for f in itertools.combinations(range(12), 3)
         if all(adjacent[i, j] for i, j in itertools.combinations(f, 2))]
assert len(faces) == 20 and len(edges) == 30
filled = [np.array(n) @ vertices[list(f)] for f in faces
          for n in itertools.product(range(3), repeat=3) if sum(n) <= 2]
filled = np.unique(np.round(filled, 8) + 0.0, axis=0)
ideal = icosahedron(1.0, 2.0, edge_ratio)
assert len(filled) == 55
site_gaps = np.linalg.norm(filled[:, None] - ideal[None], axis=2)
assert site_gaps.min(axis=0).max() < 1e-6
assert site_gaps.min(axis=1).max() < 1e-6

# Cyclic permutations and even sign changes reach every vertex from one.
reached = set()
for shift in range(3):
    for signs in itertools.product((1, -1), repeat=3):
        if np.prod(signs) == 1:
            image = np.roll(vertices[0], shift) * np.array(signs)
            match = np.linalg.norm(vertices - image, axis=1)
            assert match.min() < 1e-9
            reached.add(int(match.argmin()))
assert len(reached) == 12

# A turn of 72 degrees about a vertex preserves all vertices.
axis = vertices[0]
cross = np.array([[0, -axis[2], axis[1]], [axis[2], 0, -axis[0]],
                  [-axis[1], axis[0], 0]])
angle72 = 2 * np.pi / 5
turn = np.eye(3) + np.sin(angle72) * cross + (1 - np.cos(angle72)) * cross @ cross
turned = vertices @ turn.T
assert np.linalg.norm(turned[:, None] - vertices[None], axis=2).min(axis=1).max() < 1e-9

# Orbits and stabilisers from the exhaustive search.
matrices, permutations = isometries(ideal)
classes = [range(0, 1), range(1, 13), range(13, 25), range(25, 55)]
names = ["centre", "inner vertex", "outer vertex", "edge site"]
representatives = [0, 1, 13, 25]
assert len(matrices) == 120
found_orbits = orbits(permutations)
assert found_orbits == {frozenset(c) for c in classes}
multiplicity = np.array([len(set(permutations[:, s].tolist())) for s in representatives])
stabiliser = [int((permutations[:, s] == s).sum()) for s in representatives]
assert stabiliser == [120, 10, 10, 4]

# Fixed atoms of each kind of rotation, and the orbit count from them.
proper = np.linalg.det(matrices) > 0
assert len(orbits(permutations[proper])) == 4
rotation_table = {}
for matrix, permutation in zip(matrices[proper], permutations[proper]):
    cosine = np.clip((np.trace(matrix) - 1) / 2, -1, 1)
    angle = int(round(np.degrees(np.arccos(cosine))))
    fixed = int((permutation == np.arange(55)).sum())
    rotation_table.setdefault(angle, []).append(fixed)
expected = {0: (1, 55), 72: (12, 5), 144: (12, 5), 120: (20, 1), 180: (15, 3)}
assert set(rotation_table) == set(expected)
for angle, (count, fixed) in expected.items():
    assert rotation_table[angle] == [fixed] * count
fixed_total = sum(sum(v) for v in rotation_table.values())
assert fixed_total == 4 * proper.sum()

# Counter-case: another 55-atom cluster must have a different site count.
cuboctahedron = np.array([n for n in itertools.product(range(-2, 3), repeat=3)
                          if sum(n) % 2 == 0 and sum(map(abs, n)) <= 4], float)
assert len(cuboctahedron) == 55
cubo_matrices, cubo_permutations = isometries(cuboctahedron)
cubo_sizes = sorted(len(o) for o in orbits(cubo_permutations))
assert len(cubo_matrices) == 48 and cubo_sizes == [1, 6, 12, 12, 24]

ideal_distances = np.linalg.norm(ideal[:, None] - ideal[None], axis=2)
neighbours = ((ideal_distances > 0.1) & (ideal_distances < 1.2)).sum(axis=1)
assert [int(neighbours[s]) for s in representatives] == [12, 12, 6, 8]

# Rough rounded model parameters: A (eV), xi (eV), p, q, r0 (nm).
silver = np.array([0.10, 1.20, 11.0, 3.1, 0.29])
copper = np.array([0.085, 1.20, 11.0, 2.3, 0.26])
mass_silver, mass_copper = 107.9, 63.5
temperature = 300.0
kT = const.k * temperature / const.e


def pair_tables(site=None, dopant=copper):
    species = np.tile(silver, (55, 1))
    if site is not None:
        species[site] = dopant
    geometric = [np.sqrt(np.outer(species[:, k], species[:, k])) for k in (0, 1)]
    arithmetic = [(species[:, k][:, None] + species[:, k][None]) / 2 for k in (2, 3, 4)]
    return geometric + arithmetic


def energy_gradient(positions, tables):
    A, xi, p, q, r0 = tables
    difference = positions[:, None] - positions[None]
    distance = np.sqrt((difference**2).sum(axis=2))
    np.fill_diagonal(distance, 1.0)
    stretch = distance / r0 - 1
    repulsion = A * np.exp(-p * stretch)
    hopping = xi**2 * np.exp(-2 * q * stretch)
    np.fill_diagonal(repulsion, 0.0)
    np.fill_diagonal(hopping, 0.0)
    band = np.sqrt(hopping.sum(axis=1))
    slope = (-2 * p * repulsion + q * hopping * (1 / band[:, None] + 1 / band[None])) / r0
    gradient = ((slope / distance)[:, :, None] * difference).sum(axis=1)
    return repulsion.sum() - band.sum(), gradient


def relax(positions, tables):
    unit = 0.01  # nm; keeps the first trial step of the minimizer small

    def objective(x):
        energy, gradient = energy_gradient(x.reshape(-1, 3) * unit, tables)
        return energy, gradient.ravel() * unit

    result = minimize(objective, positions.ravel() / unit, jac=True, method="L-BFGS-B",
                      options=dict(maxiter=3000, maxfun=6000, ftol=1e-15,
                                   gtol=1e-7, maxcor=20))
    final = result.x.reshape(-1, 3) * unit
    energy, gradient = energy_gradient(final, tables)
    assert np.abs(gradient).max() < 2e-3  # eV/nm
    return energy, final


def hessian(positions, tables, step=1e-5):
    rows = []
    for k in range(positions.size):
        shift = np.zeros(positions.size)
        shift[k] = step
        shift = shift.reshape(-1, 3)
        plus = energy_gradient(positions + shift, tables)[1]
        minus = energy_gradient(positions - shift, tables)[1]
        rows.append((plus - minus).ravel() / (2 * step))
    matrix = np.array(rows)
    return (matrix + matrix.T) / 2


def checked_modes(matrix):
    """Stiffness eigenvalues of a true minimum, six rigid motions removed."""
    values = np.linalg.eigvalsh(matrix)
    assert values[6] > 0 and np.abs(values[:6]).max() < 0.05 * values[6]
    return values[6:]


def group_sizes(energies, gap=1e-4):
    ordered = np.sort(energies)
    cuts = np.where(np.diff(ordered) > gap)[0] + 1
    return sorted(len(part) for part in np.split(ordered, cuts))


def bulk(parameters):
    A, xi, p, q, r0 = parameters
    grid = np.array([n for n in itertools.product(range(-8, 9), repeat=3)
                     if sum(n) % 2 == 0 and any(n)], float)
    lengths = np.linalg.norm(grid, axis=1) / np.sqrt(2)

    def energy(spacing):
        stretch = lengths * spacing / r0 - 1
        return (A * np.exp(-p * stretch)).sum() - xi * np.sqrt(np.exp(-2 * q * stretch).sum())

    best = minimize_scalar(energy, bounds=(0.8 * r0, 1.2 * r0), method="bounded")
    return -best.fun, best.x


# Test the analytic gradient on a distorted doped cluster.
rng = np.random.default_rng(3)
trial = 0.275 * ideal + 0.005 * rng.standard_normal((55, 3))
trial_tables = pair_tables(20)
direction = rng.standard_normal((55, 3))
h = 1e-6
numeric = (energy_gradient(trial + h * direction, trial_tables)[0]
           - energy_gradient(trial - h * direction, trial_tables)[0]) / (2 * h)
analytic = (energy_gradient(trial, trial_tables)[1] * direction).sum()
assert abs(numeric - analytic) < 1e-5 * (1 + abs(analytic))

# Relax the undoped host in its three radii; then test all forces.
host_tables = pair_tables()
unit_directions = icosahedron(1.0, 1.0, 1.0)


def radial_forces(radii):
    gradient = energy_gradient(icosahedron(*radii), host_tables)[1]
    radial = (gradient * unit_directions).sum(axis=1)
    return [radial[list(c)].sum() for c in classes[1:]]


solution = root(radial_forces, 0.275 * np.array([1.0, 2.0, edge_ratio]), tol=1e-12)
host = icosahedron(*solution.x)
host_energy, host_gradient = energy_gradient(host, host_tables)
assert np.abs(host_gradient).max() < 1e-5
checked_modes(hessian(host, host_tables))

# Place the dopant on every site, rigidly and with full relaxation.
rigid, relaxed, structures = [], [], []
for site in range(55):
    tables = pair_tables(site)
    rigid.append(energy_gradient(host, tables)[0])
    energy, structure = relax(host, tables)
    relaxed.append(energy)
    structures.append(structure)
rigid, relaxed = np.array(rigid), np.array(relaxed)
assert group_sizes(rigid) == [1, 12, 12, 30]
assert group_sizes(relaxed) == [1, 12, 12, 30]
spread = max(np.ptp(relaxed[list(c)]) for c in classes)
assert spread < 1e-5
assert max(np.ptp(rigid[list(c)]) for c in classes) < 1e-9
rigid_relative = rigid[representatives] - rigid[0]
relative = relaxed[representatives] - relaxed[0]
relaxation_gain = rigid[representatives] - relaxed[representatives]
assert relaxation_gain.min() > 0

# Classical vibration-rotation weight and leading quantum correction.
thermal, quantum = [], []
for site in representatives:
    positions = structures[site] - structures[site].mean(axis=0)
    stiffness = hessian(positions, pair_tables(site))
    modes = checked_modes(stiffness)
    inertia = (positions**2).sum() * np.eye(3) - positions.T @ positions
    log_weight = 0.5 * np.log(np.linalg.det(inertia)) - 0.5 * np.log(modes).sum()
    thermal.append(-kT * log_weight)
    masses = np.full(55, mass_silver)
    masses[site] = mass_copper
    omega_squared = (np.diag(stiffness) / np.repeat(masses, 3)).sum()
    omega_squared *= const.e / 1e-18 / const.atomic_mass
    quantum.append(const.hbar**2 * omega_squared / (24 * kT * const.e**2))
thermal = np.array(thermal) - thermal[0]
quantum = np.array(quantum) - quantum[0]


def populations(energies):
    weights = multiplicity * np.exp(-(energies - energies.min()) / kT)
    return weights / weights.sum()


population = populations(relative)
population_corrected = populations(relative + thermal + quantum)


def relative_energies(dopant):
    values = np.array([relax(host, pair_tables(s, dopant))[0] for s in representatives])
    return values - values[0]


weaker, stronger, size_only = copper.copy(), copper.copy(), silver.copy()
weaker[1] *= 0.95
stronger[1] *= 1.05
size_only[4] = copper[4]
variations = [("xi of Cu -5%", relative_energies(weaker)),
              ("xi of Cu +5%", relative_energies(stronger)),
              ("size-only dopant", relative_energies(size_only))]


def row(values, form=".4f"):
    return ", ".join(format(float(v), form) for v in values)


print("Site order in all lists:", ", ".join(names))
print("Atoms:", len(filled), "; isometries:", len(matrices), "; rotations:", int(proper.sum()))
print("Number of site classes:", len(found_orbits))
print("Multiplicities:", multiplicity.tolist())
print("Stabiliser orders:", stabiliser)
print("Distance from centre / a:", row(np.linalg.norm(ideal[representatives], axis=1)))
print("Nearest neighbours:", neighbours[representatives].tolist())
for angle in sorted(rotation_table):
    print(f"Rotation {angle} deg: count {len(rotation_table[angle])},"
          f" fixed atoms {rotation_table[angle][0]}")
print("Sum of fixed atoms over rotations:", fixed_total)
print("Cuboctahedron isometries:", len(cubo_matrices), "; class sizes:", cubo_sizes)
for label, values in (("Ag", silver), ("Cu", copper)):
    binding, spacing = bulk(values)
    print(f"{label} model A, xi (eV), p, q, r0 (nm):", row(values, ".3f"))
    print(f"{label} model bulk: binding {binding:.2f} eV/atom, spacing {spacing:.3f} nm")
print("Masses Ag, Cu (u):", mass_silver, mass_copper)
print("Host radii inner, outer, edge (nm):", row(solution.x))
print(f"Host energy: {host_energy:.3f} eV")
print("Rigid energy groups:", group_sizes(rigid))
print("Relaxed energy groups:", group_sizes(relaxed))
print(f"Largest relaxed spread within a class: {spread:.1e} eV")
print("Rigid energy relative to centre (eV):", row(rigid_relative))
print("Relaxed energy relative to centre (eV):", row(relative))
print("Energy gained by relaxation (eV):", row(relaxation_gain))
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print("kT ln g (eV):", row(kT * np.log(multiplicity)))
print("Populations:", row(population, ".3e"))
print("Vibration-rotation free energy vs centre (eV):", row(thermal))
print("Quantum correction vs centre (eV):", row(quantum, ".5f"))
print("Populations with both corrections:", row(population_corrected, ".3e"))
print(f"Edge/outer-vertex population ratio: {population[3] / population[2]:.3e}")
print(f"Same ratio with corrections: {population_corrected[3] / population_corrected[2]:.3e}")
for label, values in variations:
    print(f"{label}, relaxed energy vs centre (eV):", row(values))
print("all tests passed")
```

It prints:

```
Site order in all lists: centre, inner vertex, outer vertex, edge site
Atoms: 55 ; isometries: 120 ; rotations: 60
Number of site classes: 4
Multiplicities: [1, 12, 12, 30]
Stabiliser orders: [120, 10, 10, 4]
Distance from centre / a: 0.0000, 1.0000, 2.0000, 1.7013
Nearest neighbours: [12, 12, 6, 8]
Rotation 0 deg: count 1, fixed atoms 55
Rotation 72 deg: count 12, fixed atoms 5
Rotation 120 deg: count 20, fixed atoms 1
Rotation 144 deg: count 12, fixed atoms 5
Rotation 180 deg: count 15, fixed atoms 3
Sum of fixed atoms over rotations: 240
Cuboctahedron isometries: 48 ; class sizes: [1, 6, 12, 12, 24]
Ag model A, xi (eV), p, q, r0 (nm): 0.100, 1.200, 11.000, 3.100, 0.290
Ag model bulk: binding 3.08 eV/atom, spacing 0.289 nm
Cu model A, xi (eV), p, q, r0 (nm): 0.085, 1.200, 11.000, 2.300, 0.260
Cu model bulk: binding 3.46 eV/atom, spacing 0.260 nm
Masses Ag, Cu (u): 107.9 63.5
Host radii inner, outer, edge (nm): 0.2733, 0.5438, 0.4718
Host energy: -147.365 eV
Rigid energy groups: [1, 12, 12, 30]
Relaxed energy groups: [1, 12, 12, 30]
Largest relaxed spread within a class: 1.1e-13 eV
Rigid energy relative to centre (eV): 0.0000, 0.4077, 0.7291, 0.7216
Relaxed energy relative to centre (eV): 0.0000, 0.4379, 0.7651, 0.7534
Energy gained by relaxation (eV): 0.1052, 0.0749, 0.0692, 0.0733
Temperature: 300 K; kT: 0.02585 eV
kT ln g (eV): 0.0000, 0.0642, 0.0642, 0.0879
Populations: 1.000e+00, 5.273e-07, 1.685e-12, 6.620e-12
Vibration-rotation free energy vs centre (eV): 0.0000, -0.0553, -0.0736, -0.0811
Quantum correction vs centre (eV): 0.00000, -0.00055, -0.00097, -0.00095
Populations with both corrections: 1.000e+00, 4.572e-06, 3.015e-11, 1.579e-10
Edge/outer-vertex population ratio: 3.928e+00
Same ratio with corrections: 5.237e+00
xi of Cu -5%, relaxed energy vs centre (eV): 0.0000, 0.4291, 0.6783, 0.6902
xi of Cu +5%, relaxed energy vs centre (eV): 0.0000, 0.4466, 0.8491, 0.8140
size-only dopant, relaxed energy vs centre (eV): 0.0000, 0.4414, 0.6080, 0.6708
all tests passed
```
